# Gauge invariance of the shift vector in optical transitions

## 1. Isolated dimers

Take a row of identical two-site molecules that do not touch. In each, site A lies at $x=0$ with energy $+\Delta$, site B lies at $x=a/2$ with energy $-\Delta$, and the hopping between them is $-t_1$, where $\Delta,t_1>0$. In the basis (A, B),

$$H=\begin{pmatrix}\Delta&-t_1\\-t_1&-\Delta\end{pmatrix},\qquad E_{c,v}=\pm\varepsilon,\qquad \varepsilon=\sqrt{\Delta^2+t_1^2}.$$

The lower state $w_v$ is filled and the upper state $w_c$ is empty. Since $H=-t_1\sigma_x+\Delta\sigma_z$, the mean of $\sigma_z$ is $\pm\Delta/\varepsilon$ in the two states. The position operator is $x=\tfrac a2\,\tfrac{1-\sigma_z}{2}$, so excitation moves the electron by

$$\langle x\rangle_c-\langle x\rangle_v=-\frac a2\,\frac{\Delta}{\varepsilon}. \tag{1}$$

The electron goes from B, where it mostly was, towards A on the left.

Now describe the row as a crystal. The cell-periodic states are $u_n(k)=e^{-ikx}w_n$, and

$$A_n\equiv i\langle u_n|\partial_k u_n\rangle=\langle w_n|x|w_n\rangle,\qquad r_{cv}\equiv i\langle u_c|\partial_k u_v\rangle=\langle w_c|x|w_v\rangle .$$

With these phases $A_c-A_v$ is the displacement (1). But $e^{i\theta_c(k)}u_c$ is an equally good upper state, and for it $A_c$ becomes $A_c-\partial_k\theta_c$. The displacement cannot depend on that choice. What makes up the difference is the phase of $r_{cv}$: it was constant and is now $-\theta_c(k)$ plus a constant. Subtracting its gradient adds $\partial_k\theta_c$ and restores (1). The same cancellation holds for general bands.

## 2. Definitions and assumptions

Bloch states are written $\psi_{n}=e^{i\mathbf k\cdot\mathbf x}u_n(\mathbf k)$, with $\mathbf x$ the true position, including the positions of orbitals within the cell. The bands $v$ (filled) and $c$ (empty) are separated from each other and from all other bands near the $\mathbf k$ considered, so that normalized $u_n(\mathbf k)$ can be chosen smooth there. The polarization vector $\mathbf e$ may be complex but does not depend on $\mathbf k$. Write $\partial_b=\partial/\partial k_b$ and define

$$A_{n,b}=i\langle u_n|\partial_bu_n\rangle,\qquad r_{cv}=\sum_a e_a\, i\langle u_c|\partial_au_v\rangle=|r_{cv}|e^{i\phi}.$$

Differentiating $\langle u_n|u_n\rangle=1$ shows that $\langle u_n|\partial_bu_n\rangle$ is imaginary, so $A_{n,b}$ is real. Where $r_{cv}\neq0$, the shift vector is

$$\boxed{R_b=A_{c,b}-A_{v,b}-\partial_b\phi.} \tag{2}$$

The phase $\phi$ is fixed only up to multiples of $2\pi$, but its local gradient is unique.

## 3. The invariance

Let $u_n'=e^{i\theta_n(\mathbf k)}u_n$ with independent smooth real functions $\theta_c,\theta_v$.

**Connections.** By the product rule $\partial_bu_n'=e^{i\theta_n}(\partial_bu_n+i\,\partial_b\theta_n\,u_n)$. Hence

$$A_{n,b}'=i\langle u_n|\partial_bu_n\rangle+i\cdot i\,\partial_b\theta_n=A_{n,b}-\partial_b\theta_n. \tag{3}$$

**Dipole.** The same rule gives

$$r_{cv}'=e^{i(\theta_v-\theta_c)}\sum_ae_a\,i\big[\langle u_c|\partial_au_v\rangle+i\,\partial_a\theta_v\langle u_c|u_v\rangle\big]=e^{i(\theta_v-\theta_c)}r_{cv}, \tag{4}$$

because the two bands are orthogonal at the same $\mathbf k$. So $\partial_b\phi'=\partial_b\phi+\partial_b\theta_v-\partial_b\theta_c$.

**Sum.** Inserting both results in (2),

$$R_b'=(A_{c,b}-\partial_b\theta_c)-(A_{v,b}-\partial_b\theta_v)-(\partial_b\phi+\partial_b\theta_v-\partial_b\theta_c)=R_b .$$

Each $\theta$ cancels separately. With $+\partial_b\phi$ in (2) the remainder would be $-2\partial_b(\theta_c-\theta_v)$, so the sign matters.

This was tested on a three-band, two-dimensional Hamiltonian with random hoppings and $\mathbf e\propto(1,0.6i)$, at three points $\mathbf k$ and for both components $b$. Differentiating the states in two gauges changed single parts of (2) by up to 3.29 cell lengths, and $R_b$ by at most $5\times10^{-8}$ cell lengths, which is numerical error.

Two conditions limit the statement. At a zero of $r_{cv}$ the phase, and with it $R_b$, is undefined. In a degenerate set of bands the freedom is a unitary matrix that mixes states, and the argument above does not cover it.

## 4. A form without a phase gradient

Define the covariant derivative

$$r_{cv;b}=\partial_br_{cv}-i(A_{c,b}-A_{v,b})r_{cv}.$$

Under the phase change, $\partial_b r_{cv}$ gains $i\partial_b(\theta_v-\theta_c)r_{cv}$, while the second term gains $-i(-\partial_b\theta_c+\partial_b\theta_v)r_{cv}$. These cancel, so $r_{cv;b}$ is multiplied by the same factor as $r_{cv}$. With $r_{cv}=|r_{cv}|e^{i\phi}$,

$$r_{cv}^*r_{cv;b}=|r_{cv}|\,\partial_b|r_{cv}|+i|r_{cv}|^2(\partial_b\phi-A_{c,b}+A_{v,b}),$$

and therefore

$$|r_{cv}|^2R_b=-\mathrm{Im}\,(r_{cv}^*r_{cv;b}),\qquad R_b=-\mathrm{Im}\,\frac{r_{cv;b}}{r_{cv}}. \tag{5}$$

The product $|r_{cv}|^2R_b$, which weights the shift by the transition strength, is smooth even at a zero of $r_{cv}$, where it vanishes.

## 5. Evaluation with arbitrary numerical phases

A diagonalization returns states with unrelated phases at neighbouring points. Two forms of $R_b$ accept them as they come. Both use $V=\sum_ae_a\partial_aH$. Differentiate $Hu_v=E_vu_v$ and project on $u_c$:

$$\langle u_c|\partial_aH|u_v\rangle+E_c\langle u_c|\partial_au_v\rangle=E_v\langle u_c|\partial_au_v\rangle .$$

Since $\langle u_c|\partial_au_v\rangle$ is $-i$ times the dipole component,

$$V_{cv}=i(E_c-E_v)\,r_{cv}. \tag{6}$$

The prefactor has a constant phase, so $V_{cv}$ and $r_{cv}$ have the same phase gradient.

**Closed loop.** Let primes now denote the point displaced by $\delta$ along $b$. To first order, in a smooth gauge, $\langle u_c|u_c'\rangle=1-iA_{c,b}\delta$ and $\langle u_v'|u_v\rangle=1+iA_{v,b}\delta$, while $V'_{cv}V_{cv}^*$ has phase $\delta\,\partial_b\phi$. The phases add to $-R_b\delta$:

$$R_b=-\lim_{\delta\to0}\frac1\delta\arg\big[\langle u_c|u_c'\rangle V'_{cv}\langle u_v'|u_v\rangle V_{cv}^*\big]. \tag{7}$$

Each of the four states occurs once as a ket and once as a bra, so any phase attached to it drops out.

**Single point.** Let $D_bu_n=\partial_bu_n+iA_{n,b}u_n$. This removes the part of $\partial_bu_n$ along $u_n$, and the projection used for (6) gives the rest:

$$D_bu_n=\sum_{l\ne n}u_l\frac{H_{b,ln}}{E_n-E_l},\qquad H_{b,ln}=\langle u_l|\partial_bH|u_n\rangle .$$

The covariant derivative of $V_{cv}$ is $\langle D_bu_c|V|u_v\rangle+\langle u_c|\partial_bV|u_v\rangle+\langle u_c|V|D_bu_v\rangle$, which is

$$V_{cv;b}=\langle u_c|\partial_bV|u_v\rangle+\sum_{l\ne c}\frac{H_{b,cl}V_{lv}}{E_c-E_l}+\sum_{l\ne v}\frac{V_{cl}H_{b,lv}}{E_v-E_l}. \tag{8}$$

By (6), $V_{cv;b}/V_{cv}$ differs from $r_{cv;b}/r_{cv}$ by the real number $\partial_b\ln(E_c-E_v)$. Hence $R_b=-\mathrm{Im}(V_{cv;b}/V_{cv})$. In the three-band test this agreed with definition (2) to $4\times10^{-10}$ cell lengths. The sums in (8) run over all bands of $H$, and a truncated set makes them approximate. In an orbital basis, taking $V$ from $\partial_aH$ alone assumes that the position operator is diagonal in the orbitals; position matrix elements between different orbitals add further terms.

## 6. Two bands in one dimension

Primes now mean $d/dk$, and $V=H'$. In (8) the first sum has only $l=v$ and the second only $l=c$. Divided by $V_{cv}$, they give $(H'_{vv}-H'_{cc})/(E_c-E_v)$, which is real. So

$$R=-\mathrm{Im}\frac{\langle u_c|H''|u_v\rangle}{\langle u_c|H'|u_v\rangle}.$$

Let $H=\mathbf d(k)\cdot\boldsymbol\sigma$ and $\mathbf n=\mathbf d/|\mathbf d|$. Multiply numerator and denominator by $\langle u_v|H'|u_c\rangle$. With the spin axis along $\mathbf n$ and axes 1, 2, $\mathbf n$ right-handed, $u_c$ is spin up and $u_v$ spin down, and for real vectors $\mathbf B,\mathbf C$

$$\langle u_c|\mathbf B\cdot\boldsymbol\sigma|u_v\rangle\langle u_v|\mathbf C\cdot\boldsymbol\sigma|u_c\rangle=(B_1-iB_2)(C_1+iC_2).$$

Its imaginary part is $B_1C_2-B_2C_1=\mathbf n\cdot(\mathbf B\times\mathbf C)$. Put $\mathbf B=\mathbf d''$, $\mathbf C=\mathbf d'$ in the numerator. The denominator is $d_1'^2+d_2'^2=|\mathbf n\times\mathbf d'|^2$. Reversing the cross product absorbs the minus sign:

$$R=\frac{\mathbf n\cdot(\mathbf d'\times\mathbf d'')}{|\mathbf n\times\mathbf d'|^2}=|\mathbf d|\,\frac{\mathbf d\cdot(\mathbf d'\times\mathbf d'')}{|\mathbf d\times\mathbf d'|^2}. \tag{9}$$

**Alternating chain.** Join the dimers by a second hopping $-t_2$ from B to the next A, keeping all spacings equal to $a/2$. Let $q=ka/2$, $T=t_1+t_2$, $D=t_1-t_2$. The A–B element is $-t_1e^{iq}-t_2e^{-iq}=-T\cos q-iD\sin q$. It must equal $d_x-id_y$, so

$$\mathbf d=(-T\cos q,\;D\sin q,\;\Delta),$$
$$\mathbf d'=\tfrac a2(T\sin q,\;D\cos q,\;0),\qquad \mathbf d''=\tfrac{a^2}4(T\cos q,\;-D\sin q,\;0).$$

The two products needed are

$$\mathbf d\cdot(\mathbf d'\times\mathbf d'')=-\tfrac{a^3}{8}\Delta TD,\qquad \mathbf d\times\mathbf d'=\tfrac a2(-\Delta D\cos q,\;\Delta T\sin q,\;-TD),$$

where $\sin^2q+\cos^2q=1$ was used in both. With $\varepsilon=|\mathbf d|$,

$$R=-\frac a2\,\frac{\varepsilon\,\Delta\,TD}{T^2D^2+\Delta^2(D^2\cos^2q+T^2\sin^2q)}. \tag{10}$$

Three limits can be read off.

- For $t_2=0$, $T=D=t_1$ and (10) becomes $-\frac a2\Delta/\varepsilon$, the dimer displacement (1).
- If $\Delta=0$ or $D=0$ the chain has an inversion centre and $R=0$ wherever $r_{cv}\ne0$.
- At the band edge $q=\pi/2$, $\varepsilon^2=D^2+\Delta^2$ and the denominator is $T^2\varepsilon^2$, so $R=-\frac a2\,\Delta D/(T\varepsilon)$.

## 7. Phase changes that wind round the zone

Choose $\psi_n$ periodic in $k$ with period $2\pi/a$. If $r_{cv}$ has no zero, its phase grows by $2\pi w$ across the zone, with $w$ an integer. With Berry phases $\gamma_n=\int A_n\,dk$,

$$\int R\,dk=\gamma_c-\gamma_v-2\pi w. \tag{11}$$

The change $\theta_c=ka$ keeps $\psi_c$ periodic. It lowers $\gamma_c$ by $2\pi$ and $w$ by one, and the integral stays. The separate terms depend on the gauge by whole multiples of $2\pi$; their sum does not. For the chain of section 9 the integral of (10) is $-1.4606$, and Berry phases from products of overlaps are $0.8405$ and $2.3011$. Their difference is $-1.4606$, so $w=0$ on these branches.

## 8. What the shift vector measures

Consider one excited pair in one dimension, with amplitude $g_k$ for an electron in $c$ and a hole in $v$ at the same $k$. Its wave function is

$$\Psi(x_e,x_h)=\int dk\,g_k\,e^{ik(x_e-x_h)}u_c(x_e)u_v^*(x_h).$$

Let $X=x_e-x_h$. Since $Xe^{ikX}=-i\partial_ke^{ikX}$, an integration by parts over the periodic zone moves $+i\partial_k$ onto $g_ku_cu_v^*$. The derivative of $u_c$ contributes $A_c$. That of $u_v^*$ contributes $i\langle u_v|\partial_ku_v\rangle^*=i(iA_v)=-A_v$. Writing $g_k=|g_k|e^{i\alpha}$ and normalizing $\int|g_k|^2dk=1$,

$$\langle X\rangle=\int dk\,|g_k|^2\,(A_c-A_v-\partial_k\alpha), \tag{12}$$

because the remaining term $i|g|\partial_k|g|$ is a total derivative.

To first order in a weak pulse, $g_k$ is proportional to $r_{cv}(k)$ times the field spectrum at $\omega_k=(E_c-E_v)/\hbar$. If that spectrum has constant phase, $\alpha=\phi+\text{const}$ and $\langle X\rangle$ is the mean of $R$ weighted with $|g_k|^2$. The shift vector is thus the mean electron–hole separation at creation.

Afterwards $\alpha$ gains $-\omega_kt$, which adds $t\,\partial_k\omega_k$ to the integrand: the two carriers drift apart ballistically. With time-reversal symmetry $\omega_k$ and $|g_k|$ are even in $k$, the drift term is odd, and its mean is zero. Each pair spreads, but the mean separation keeps its initial value as long as scattering and Coulomb forces are ignored.

## 9. Worked example: a polar conjugated chain

Take $a=0.244$ nm, $t_1=2.85$ eV, $t_2=2.15$ eV and $\Delta=0.60$ eV. Then $T=5.00$ eV, $D=0.70$ eV, and the gap is $2\sqrt{0.70^2+0.60^2}=1.84$ eV. Photons of 2.60 eV, polarized along the chain, are resonant where $\varepsilon=1.30$ eV, at $k=\pm11.349$ nm$^{-1}$; the table below is for the positive value.

The plain gauge makes the largest component of each state real. The twisted gauge adds $\theta_c=ka$ and $\theta_v=\tfrac12\sin ka$. All entries are in nm:

| Gauge | $A_c$ | $A_v$ | $\partial_k\phi$ | $R$ |
|---|---|---|---|---|
| plain | 0.0864 | −0.0864 | 0.1888 | −0.0159 |
| twisted | −0.1576 | 0.0272 | −0.1689 | −0.0159 |

In the second row, $-0.1576-0.0272+0.1689=-0.0159$. The rounded entries of the first row give $-0.0160$; the difference is rounding. The connection $A_c$ fell by 0.244 nm, which is $\partial_k\theta_c=a$, as (3) requires. Formula (10) gives the same $R$. At the band edge it gives $-0.0111$ nm, and the isolated dimer has $-0.0251$ nm.

**The pulse.** Let the field have peak 0.20 MV/cm (0.020 V/nm) and an envelope $e^{-t^2/2\tau^2}$ with $\tau=6.0$ fs, so that its intensity has a full width at half maximum of 10.0 fs. It swings the crystal momentum by $\kappa(t)=\kappa_0e^{-t^2/2\tau^2}\sin\omega_0t$, with $\kappa_0=0.020/2.60=0.0077$ nm$^{-1}$. The perturbation is $\kappa H'$. The resonant half of the sine and the Gaussian time integral give

$$p_k=\left[\frac{|V_{cv}|\kappa_0\tau\sqrt{2\pi}}{2\hbar}\right]^2e^{-(\omega_k-\omega_0)^2\tau^2}.$$

At resonance $|r_{cv}|=0.165$ nm and $|V_{cv}|=2.60\times0.165=0.43$ eV nm, so $p_k\approx1.4\times10^{-3}$: saturation is negligible. Averaging over the zone and counting both spins gives $2.12\times10^{-4}$ pairs per nm.

The mean of $R$ over the pulse spectrum is $-0.01586$ nm. A pair packet built in real space has this separation at 0 fs and still at 20 fs. Propagating the filled band through the pulse, with the current averaged over both field signs to remove odd orders, also gives $-0.01586$ nm per pair.

Electrons carry charge $-e$, so the charge passing a cross-section is

$$Q=-e\,(2.12\times10^{-4}\ \text{nm}^{-1})(-0.01586\ \text{nm})=+3.4\times10^{-6}\,e .$$

Divided by 10.0 fs this gives 0.054 nA along $+x$ in one chain. That is a scale for the current, not its mean over those 10.0 fs, because about a quarter of the charge passes outside the half-maximum width of the pulse.

## 10. The real chain and the neglected effects

The cell length and hoppings are rough values for polyacetylene. The offset stands for alternating unlike atoms, as in polymethineimine, and is a round choice. One assumption that matters strongly is equal spacing. If the hopping changes with the spacing projected on the chain axis by roughly 40 eV/nm, $D=0.70$ eV implies projected spacings that differ by $0.70/40=0.0175$ nm, and the A–B distance is 0.113 nm instead of 0.122 nm. With the hoppings and photon energy held fixed, $R$ then drops from $-0.0159$ nm to zero within the accuracy of these inputs. The current computed above is therefore an illustration for equal spacing; for a real chain of this kind the model does not settle even its sign.

This sensitivity does not conflict with the invariance. Moving B by $\eta$ multiplies only the B component of every $u_n$ by $e^{-ik\eta}$. That is not a common phase of a band: it changes the position operator. Dropping orbital positions altogether, which places A and B at one point, gives $R=+0.310$ nm, a value for a different system. Since $R$ is negative at a separation of 0.122 nm and positive at zero separation, a sign change in between is no surprise. Its place is set by the hoppings. With projected spacings $s_1$ (A to B) and $s_2=a-s_1$, the numerator of (9) at the band edge is proportional to $\Delta\,(t_1s_1+t_2s_2)(t_1s_1^2-t_2s_2^2)$. So $R$ vanishes there when the hopping falls as the inverse square of the spacing, here at $s_1=0.1134$ nm. That law has a slope of $2\times2.5/0.122=41$ eV/nm, close to the 40 eV/nm assumed, and at $s_1=0.11325$ nm $R$ stays within 0.0003 nm of zero for photon energies from 1.9 to 3.0 eV. Slopes of 35 and 45 eV/nm give $+0.002$ and $-0.002$ nm at 2.60 eV.

Electron–hole attraction is also large. A pair equation with a Coulomb potential screened by a factor 3.0 and softened at 0.13 nm, without exchange, binds the lowest pair by 1.2 eV, two thirds of the gap. This depends on the two chosen inputs, but it shows that free pairs are a poor approximation for an isolated chain. The mean electron–hole separation in that bound state is $-0.025$ nm for these inputs, but its size depends strongly on the softening length, so its closeness to $R$ has no significance. It is a static property of the state, not its shift vector.

Zero-point motion of a bond, for a mode of roughly 0.18 eV, is about 0.004 nm. Take this as a change of the projected A–B spacing, the same in every cell. At fixed cell length the other spacing changes by the opposite amount, so $t_1$ and $t_2$ move in opposite directions and $D$ changes by $2\times40\times0.00415=0.33$ eV. At fixed photon energy and equal spacing, $R$ becomes about $-0.015$ nm for the lower $D$ and $-0.014$ nm for the higher, so its size falls both ways. The accompanying change of spacing matters more: with it included, $R$ becomes $-0.027$ nm for the lower $D$ and $-0.009$ nm for the higher. Starting instead from the unequal-bond geometry, $R$ stays near zero both ways. A frozen distortion common to all cells gives only a size estimate, since real zero-point motion differs from cell to cell.

Thermal excitation and tunnelling in the field are negligible here. The thermal factor $e^{-E_g/2k_BT}$ at 300 K, with $E_g$ the gap, is $3\times10^{-16}$. The two-band tunnelling estimate for a static field of the peak strength, $\exp[-\pi(E_g/2)^2/(\tfrac{Ta}{2}eE)]$, has exponent $-219$. The full set of values is in the numerical output.

## Table of computed values

```
3-band test: largest change of a single part 3.290 (cell length)
3-band test: largest change of R 5.0e-08 (cell length)
3-band test: sum rule minus definition 3.9e-10 (cell length)
cell length a 0.244 nm
hoppings t1, t2 2.85, 2.15 eV
site offset 0.60 eV
band gap 1.844 eV
photon energy 2.60 eV
resonant k 11.3491 1/nm
interband dipole length |r_cv| 0.1652 nm
plain gauge: A_c 0.08644, A_v -0.08644 nm
plain gauge: phase gradient 0.18877, R -0.01590 nm
twisted gauge: A_c -0.15756, A_v 0.02720 nm
twisted gauge: phase gradient -0.16886, R -0.01590 nm
closed-form R at resonance -0.01590 nm
closed-form R at band edge -0.01112 nm
dimer limit (t2 = 0) R -0.02513 nm
zone integral of R -1.4606 rad
Berry phases c, v 0.8405, 2.3011 rad
(Berry difference - integral)/2pi -0.0000
pulse field 0.20 MV/cm, tau 6.0 fs
pulse intensity FWHM 9.99 fs
pulse-weighted mean R -0.01586 nm
pair separation at 0 fs -0.01586 nm
pair separation at 20 fs -0.01586 nm
time propagation: displacement per pair -0.01586 nm
pair density 2.123e-04 1/nm
charge moved per pulse 3.366e-06 e
mean current during FWHM 0.0540 nA
neglected: peak excitation probability 1.42e-03
neglected: screening constant 3.0, cutoff 0.13 nm
neglected: exciton binding 1.220 eV
neglected: exciton electron-hole offset -0.02467 nm
neglected: short spacing 0.11325 nm gives R 0.00004 nm
orbital positions dropped (s = 0): R 0.30963 nm
rough inputs: hopping slope 40 eV/nm, mode 0.18 eV
neglected: zero-point bond motion 0.00415 nm
neglected: change of t1-t2 by it 0.332 eV
neglected: R at t1-t2 lowered, raised -0.01465, -0.01382 nm
neglected: thermal factor exp(-gap/2kT), 300 K 3.2e-16
neglected: tunnelling exponent 219
```
